# The High-Frequency Power Law of a Self-Affine Edge: a numerical check

```python
"""Spectrum of a one-dimensional self-affine edge.

Result under test: if the mean squared increment of a stationary edge is
G(r) ~ A r^(2H) at small r, 0 < H < 1, and its covariance is regular, then
the two-sided spectrum is S(f) ~ B f^-(1+2H), with
B = A Gamma(1+2H) sin(pi H) / (2 pi)^(1+2H).
Symbols: r distance along the edge, f spatial frequency, w = 2 pi f,
H roughness exponent, sigma rms roughness, xi correlation length.
Test covariance: sigma^2 exp(-(r/xi)^(2H)). Reduced variables: u = r/xi,
q = w xi, reduced spectrum = S/(sigma^2 xi).
"""
import numpy as np
from math import pi, sin, cos, exp, log, sqrt, atan
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.linalg import cholesky
from scipy.ndimage import gaussian_filter1d


def cosine_transform(function, q, top):
    """Twice the integral of function(u) cos(q u) from 0 to top."""
    first = min(top, 2 * pi / q)
    value = quad(lambda u: function(u) * cos(q * u), 0, first,
                 epsabs=1e-12, epsrel=1e-9, limit=300)[0]
    if first < top:
        value += quad(function, first, top, weight='cos', wvar=q,
                      epsabs=1e-12, epsrel=1e-9, limit=600)[0]
    return 2 * value


def reduced_spectrum(q, H):
    top = 40 ** (1 / (2 * H))       # covariance has fallen to exp(-40)
    return cosine_transform(lambda u: exp(-u ** (2 * H)), q, top)


def reduced_tail(q, H):
    return 2 * gamma(1 + 2 * H) * sin(pi * H) * q ** (-1 - 2 * H)


# Exact transform of the damped power that carries the singular term
for H in (0.3, 0.7):
    direct = cosine_transform(lambda u: u ** (2 * H) * exp(-u), 3.0, 60.0)
    closed = (2 * gamma(1 + 2 * H) * cos((1 + 2 * H) * atan(3.0))
              / (1 + 9.0) ** (H + 0.5))
    assert abs(direct - closed) < 1e-7

# Tail exponent, prefactor and first correction from direct quadrature
print("Direct quadrature, reduced frequency q = 2 pi f xi (dimensionless)")
for H in (0.3, 0.5, 0.7, 0.9):
    s1, s2 = reduced_spectrum(200.0, H), reduced_spectrum(400.0, H)
    slope = log(s2 / s1) / log(2)
    ratio = s1 / reduced_tail(200.0, H)
    correction = (-cos(pi * H) * gamma(1 + 4 * H) / gamma(1 + 2 * H)
                  * 200.0 ** (-2 * H))
    assert abs(slope + 1 + 2 * H) < 0.03
    assert abs(ratio - 1 - correction) < 1e-3
    print(f"H={H:.1f}: slope q=200-400 {slope:.4f}, law {-1-2*H:.1f}, "
          f"S/tail at q=200 {ratio:.4f}")

# Reverse road: another spectrum, (1+q^2)^-(H+1/2), must return G = A r^(2H)
print("Reverse check, spectrum (1+q^2)^-(H+1/2), r/xi = 1e-4")
for H in (0.3, 0.5, 0.7):
    r = 1e-4

    def scaled(v):
        return (r * r + v * v) ** (-H - 0.5)

    def near(v):
        return 2 * sin(v / 2) ** 2 * scaled(v)

    total = quad(near, 0, r)[0] + quad(near, r, 1, limit=300)[0]
    total += quad(scaled, 1, np.inf, limit=300)[0]
    total -= quad(scaled, 1, np.inf, weight='cos', wvar=1.0,
                  epsabs=1e-9, limlst=300)[0]
    amplitude_ratio = 2 / pi * total * gamma(1 + 2 * H) * sin(pi * H)
    assert abs(amplitude_ratio - 1) < 0.01
    print(f"H={H:.1f}: G/(A r^2H) = {amplitude_ratio:.4f}")

# Spikes at f = 2^n (units 1/xi), total power f^-(2H+0.4), width 1/f:
# their share of G must vanish at small r although their height wins.
H = 0.7
centres = 2.0 ** np.arange(1, 61)
powers = centres ** (-2 * H - 0.4)
widths = 1 / centres


def spike_share(r):
    wave = np.cos(2 * pi * centres * r) * np.sinc(widths * r)
    return 4 * np.sum(powers * (1 - wave)) / (2 * r ** (2 * H))


shares = [spike_share(r) for r in (1e-2, 1e-4, 1e-6)]
heights = powers / widths / reduced_tail(2 * pi * centres, H)
assert shares[1] < 0.3 * shares[0] and shares[2] < 0.3 * shares[1]
assert heights[19] > 100 * heights[9] > 100
print("Spike counterexample, H=0.7")
print("spike G / regular G at r/xi=1e-2, 1e-4, 1e-6: "
      + ", ".join(f"{s:.3g}" for s in shares))
print(f"spike height / regular S at f xi=2^10, 2^20: "
      f"{heights[9]:.3g}, {heights[19]:.3g}")

# Worked example: model resist edge, lengths in nm
sigma, xi = 1.5, 30.0
length, pixel, blur, noise = 500.0, 0.5, 1.0, 0.4
A = 2 * sigma ** 2 / xi ** (2 * H)
B = A * gamma(1 + 2 * H) * sin(pi * H) / (2 * pi) ** (1 + 2 * H)


def spectrum(f):
    return sigma ** 2 * xi * reduced_spectrum(2 * pi * f * xi, H)


def tail(f):
    return B * f ** (-1 - 2 * H)


def measured(f):
    return spectrum(f) * exp(-(2 * pi * f * blur) ** 2) + noise ** 2 * pixel


print("Worked example: model resist edge")
print(f"sigma = {sigma} nm, xi = {xi} nm, H = {H}")
print(f"record = {length} nm, pixel = {pixel} nm")
print(f"probe averaging = {blur} nm, position noise = {noise} nm")
print(f"A = {A:.5f} nm^0.6, B = {B:.4e} nm^0.6")
q_start = brentq(lambda q: reduced_spectrum(q, H) / reduced_tail(q, H) - 1.1,
                 5, 50)
f_start = q_start / (2 * pi * xi)
print(f"S within 10% of tail above f = {f_start:.4f} nm^-1, "
      f"period {1/f_start:.1f} nm")
for f in (0.05, 0.1, 0.2):
    print(f"f={f:.2f} nm^-1: S = {spectrum(f):.5f} nm^3, "
          f"tail law = {tail(f):.5f} nm^3")

# Variance above a cutoff: total minus integrated low-frequency spectrum
f_cut = 0.2
q_cut = 2 * pi * f_cut * xi
low = sum(quad(lambda q: reduced_spectrum(q, H), a, b,
               epsabs=1e-8, epsrel=1e-7)[0]
          for a, b in ((0, 3), (3, 10), (10, q_cut))) / pi
variance_direct = sigma ** 2 * (1 - low)
variance_law = B * f_cut ** (-2 * H) / H
assert abs(variance_direct / variance_law - 1) < 0.02
print(f"variance above 0.2 nm^-1: direct {variance_direct:.5f} nm^2, "
      f"law {variance_law:.5f} nm^2")
print(f"share of total variance: {100*variance_direct/sigma**2:.3f} %")

# Leakage: mean periodogram of an untapered finite record
reduced_length = length / xi
periodogram = sigma ** 2 * xi * cosine_transform(
    lambda u: (1 - u / reduced_length) * exp(-u ** (2 * H)),
    q_cut, reduced_length)
leak_direct = periodogram - spectrum(f_cut)
leak_law = 2 * sigma ** 2 / (length * (2 * pi * f_cut) ** 2)
assert abs(leak_direct / leak_law - 1) < 0.05
print(f"leakage at 0.2 nm^-1: direct {leak_direct:.5f} nm^3, "
      f"law {leak_law:.5f} nm^3")
print(f"leakage / S at 0.2 nm^-1: {100*leak_direct/spectrum(f_cut):.1f} %")
folded = sum(tail(m / pixel - f_cut) + tail(m / pixel + f_cut)
             for m in range(1, 2000))
print(f"aliasing / S at 0.2 nm^-1: {100*folded/spectrum(f_cut):.2f} %")
print(f"noise floor = {noise**2*pixel:.4f} nm^3")
for f in (0.05, 0.1, 0.2):
    print(f"f={f:.2f} nm^-1: blur factor {exp(-(2*pi*f*blur)**2):.3f}, "
          f"noise/S {noise**2*pixel/spectrum(f):.3f}")
step = 1.02
raw_slope = log(measured(0.1 * step) / measured(0.1 / step)) / (2 * log(step))
print(f"raw slope at 0.1 nm^-1 with blur and noise: {raw_slope:.3f}, "
      f"apparent H = {(-raw_slope-1)/2:.3f}")

# Random edges drawn from the real-space covariance
rng = np.random.default_rng(12345)
count, edges_drawn = int(round(length / pixel)), 4000
position = np.arange(count) * pixel
distance = np.abs(position[:, None] - position[None, :])
factor = cholesky(sigma ** 2 * np.exp(-(distance / xi) ** (2 * H)), lower=True)
edges = (factor @ rng.standard_normal((count, edges_drawn))).T
frequency = np.fft.rfftfreq(count, pixel)
hann = 0.5 - 0.5 * np.cos(2 * pi * np.arange(count) / count)


def mean_spectrum(data, taper):
    amplitudes = np.fft.rfft(data * taper, axis=1)
    return np.mean(np.abs(amplitudes) ** 2, axis=0) * pixel / np.sum(taper**2)


tapered = mean_spectrum(edges, hann)
untapered = mean_spectrum(edges, np.ones(count))
band = (frequency > 0.0999) & (frequency < 0.3001)
slope_tapered = np.polyfit(np.log(frequency[band]), np.log(tapered[band]), 1)[0]
slope_untapered = np.polyfit(np.log(frequency[band]),
                             np.log(untapered[band]), 1)[0]
level_band = (frequency > 0.1799) & (frequency < 0.2201)
level = np.mean(tapered[level_band] / tail(frequency[level_band]))
assert abs(slope_tapered + 1 + 2 * H) < 0.08
assert slope_untapered > slope_tapered + 0.02
assert abs(level - 1) < 0.05
print(f"{edges_drawn} random edges, band 0.1-0.3 nm^-1")
print(f"slope with Hann taper {slope_tapered:.3f}, "
      f"without taper {slope_untapered:.3f}")
print(f"tapered spectrum / tail law near 0.2 nm^-1: {level:.3f}")

# The same edges averaged along their length and given position noise
images = gaussian_filter1d(edges, blur / pixel, axis=1, mode='nearest',
                           truncate=6.0)
images += noise * rng.standard_normal(images.shape)
image_spectrum = mean_spectrum(images, hann)
check_band = (frequency > 0.0899) & (frequency < 0.1101)
formula = np.array([measured(f) for f in frequency[check_band]])
image_ratio = np.mean(image_spectrum[check_band] / formula)
assert abs(image_ratio - 1) < 0.03
print(f"blurred noisy edges / formula near 0.1 nm^-1: {image_ratio:.3f}")

print("every check passed")
```

Printed output:

```
Direct quadrature, reduced frequency q = 2 pi f xi (dimensionless)
H=0.3: slope q=200-400 -1.5850, law -1.6, S/tail at q=200 0.9700
H=0.5: slope q=200-400 -2.0000, law -2.0, S/tail at q=200 1.0000
H=0.7: slope q=200-400 -2.4012, law -2.4, S/tail at q=200 1.0013
H=0.9: slope q=200-400 -2.8006, law -2.8, S/tail at q=200 1.0005
Reverse check, spectrum (1+q^2)^-(H+1/2), r/xi = 1e-4
H=0.3: G/(A r^2H) = 1.0000
H=0.5: G/(A r^2H) = 1.0000
H=0.7: G/(A r^2H) = 0.9973
Spike counterexample, H=0.7
spike G / regular G at r/xi=1e-2, 1e-4, 1e-6: 18.9, 4.79, 0.872
spike height / regular S at f xi=2^10, 2^20: 2.68e+06, 1.76e+11
Worked example: model resist edge
sigma = 1.5 nm, xi = 30.0 nm, H = 0.7
record = 500.0 nm, pixel = 0.5 nm
probe averaging = 1.0 nm, position noise = 0.4 nm
A = 0.03848 nm^0.6, B = 4.6962e-04 nm^0.6
S within 10% of tail above f = 0.0494 nm^-1, period 20.2 nm
f=0.05 nm^-1: S = 0.68386 nm^3, tail law = 0.62262 nm^3
f=0.10 nm^-1: S = 0.12231 nm^3, tail law = 0.11796 nm^3
f=0.20 nm^-1: S = 0.02266 nm^3, tail law = 0.02235 nm^3
variance above 0.2 nm^-1: direct 0.00643 nm^2, law 0.00639 nm^2
share of total variance: 0.286 %
leakage at 0.2 nm^-1: direct 0.00576 nm^3, law 0.00570 nm^3
leakage / S at 0.2 nm^-1: 25.4 %
aliasing / S at 0.2 nm^-1: 1.12 %
noise floor = 0.0800 nm^3
f=0.05 nm^-1: blur factor 0.906, noise/S 0.117
f=0.10 nm^-1: blur factor 0.674, noise/S 0.654
f=0.20 nm^-1: blur factor 0.206, noise/S 3.530
raw slope at 0.1 nm^-1 with blur and noise: -1.644, apparent H = 0.322
4000 random edges, band 0.1-0.3 nm^-1
slope with Hann taper -2.388, without taper -2.306
tapered spectrum / tail law near 0.2 nm^-1: 1.029
blurred noisy edges / formula near 0.1 nm^-1: 1.002
every check passed
```
